# Nonretarded attraction of a spherical atom to a perfect conductor: verification in Python

```python
# Result under test: a neutral atom in a spherically symmetric ground state, at
# height z above a perfect conductor, has the nonretarded energy
#     U = -d2 / (48 pi epsilon0 z^3)  =  -d2 / (12 z^3) in Hartree units,
# d2 = <D.D>, D = total dipole operator of all charges about the nucleus.
# Further symbols: C3 = -U z^3; C5 = coefficient of the next term -C5/z^5;
# ws = surface-plasmon frequency of a real metal; w_n = excitation energies.
# Atom: Be, 1s core frozen, full CI of the two valence electrons.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh
from pyscf import gto, scf, ao2mo

HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
BOHR_M = sc.physical_constants["Bohr radius"][0]
BOHR_NM = BOHR_M * 1e9
FIELD_AU = sc.physical_constants["atomic unit of electric field"][0]


# ---- 1. Fixed dipole: energy from the Maxwell stress on the metal surface ----
def stress_energy(dipole, height):
    angles = 2 * np.pi * np.arange(16) / 16

    def force(h):
        def ring(s):
            dist = np.hypot(s, h)
            d_dot_r = (dipole[0] * s * np.cos(angles)
                       + dipole[1] * s * np.sin(angles) - dipole[2] * h)
            e_free = -3 * d_dot_r * h / dist**5 - dipole[2] / dist**3
            e_surface = 2 * e_free          # surface charge doubles normal field
            return 2 * np.pi * s * np.mean(e_surface**2) / (8 * np.pi)
        return quad(ring, 0, np.inf, epsabs=1e-13)[0]
    return -quad(force, height, np.inf, epsabs=1e-11)[0]


z_test = 2.0
stress_ratio = {}
for name, dip in (("parallel", (1., 0., 0.)), ("normal", (0., 0., 1.)),
                  ("tilted", (0.6, 0.3, 0.8))):
    energy = stress_energy(dip, z_test)
    formula = -(dip[0]**2 + dip[1]**2 + 2 * dip[2]**2) / (16 * z_test**3)
    assert abs(energy / formula - 1) < 1e-5
    stress_ratio[name] = energy / (-np.dot(dip, dip) / (12 * z_test**3))

# ---- 2. Rigid neutral cluster, averaged over orientation, full image energy ----
charge = np.array([2., -1., -1.])
place = np.array([[0, 0, 0], [1.2, 0, 0.3], [0.4, 1.0, -0.5]])
z_cluster = 15.0
nodes, weights = np.polynomial.legendre.leggauss(16)
cluster_energy = 0.0
for cos_t, weight in zip(nodes, weights):
    sin_t = np.sqrt(1 - cos_t**2)
    rot_y = np.array([[cos_t, 0, sin_t], [0, 1, 0], [-sin_t, 0, cos_t]])
    for psi in 2 * np.pi * np.arange(24) / 24:
        rot_z = np.array([[np.cos(psi), -np.sin(psi), 0],
                          [np.sin(psi), np.cos(psi), 0], [0, 0, 1]])
        pos = place @ (rot_y @ rot_z).T + np.array([0, 0, z_cluster])
        image = pos * np.array([1, 1, -1])
        gap = np.linalg.norm(pos[:, None] - image[None], axis=2)
        cluster_energy -= (0.5 * charge @ (1 / gap) @ charge) * weight / 2 / 24
dots = place @ place.T
r_sq = np.diag(dots)
cluster_d2 = charge @ dots @ charge
cluster_q2 = charge @ ((3 * dots**2 - np.outer(r_sq, r_sq)) / 2) @ charge
lead = -cluster_d2 / (12 * z_cluster**3)
following = -cluster_q2 / (20 * z_cluster**5)
assert abs(cluster_energy / lead - 1) < 0.03
assert abs((cluster_energy - lead) / following - 1) < 0.05

# ---- 3. Oscillator atom coupled to surface plasmons: zero-point energy ----
def oscillator_shift(w_atom, w_surf, z):
    shift = 0.0
    for axis_factor in (1, 1, 2):
        kappa = axis_factor / (8 * z**3)
        g = np.sqrt(kappa) * w_surf
        modes = np.linalg.eigvalsh([[w_atom**2, g], [g, w_surf**2]])
        shift += 0.5 * (np.sqrt(modes).sum() - w_atom - w_surf)
    return shift


w_atom, z_osc = 0.2, 20.0
ideal_osc = -(3 / (2 * w_atom)) / (12 * z_osc**3)
osc_ratio = {w: oscillator_shift(w_atom, w, z_osc) / ideal_osc
             for w in (0.4, 400.0)}
for w_surf, ratio in osc_ratio.items():
    assert abs(ratio / (w_surf / (w_surf + w_atom)) - 1) < 2e-3


# ---- 4. Beryllium: frozen-core full CI of the valence pair ----
def squared_total(square, op, pair):
    """<(sum_i o_i)^2>: one-body, valence-pair and core-valence parts."""
    gamma = 2 * pair @ pair.T
    one_body = 2 * square[0, 0] + np.sum(gamma * square[1:, 1:])
    val = op[1:, 1:]
    valence_pair = 2 * np.sum(pair * (val @ pair @ val.T))
    core_valence = -2 * op[0, 1:] @ gamma @ op[0, 1:]
    return np.array([one_body, valence_pair, core_valence])


def solve_beryllium(n_s, n_p, d_powers):
    def exponent(k):
        return 0.02 * 2.8**k
    shells = ([[0, [exponent(k), 1.0]] for k in range(n_s)]
              + [[1, [exponent(k), 1.0]] for k in range(n_p)]
              + [[2, [exponent(k), 1.0]] for k in d_powers])
    mol = gto.M(atom="Be 0 0 0", basis={"Be": shells}, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    mo = mf.mo_coeff
    act = mo[:, 1:]
    n = act.shape[1]
    dm_core = 2 * np.outer(mo[:, 0], mo[:, 0])
    veff = np.asarray(mf.get_veff(mol, dm_core))
    hcore = mf.get_hcore()
    e_core = np.sum(dm_core * (hcore + 0.5 * veff))
    h_act = act.T @ (hcore + veff) @ act
    eri = ao2mo.kernel(mol.intor("int2e", aosym="s8"), act, compact=False)
    eri = eri.reshape(n, n, n, n)
    p, q = np.triu_indices(n)
    norm = np.where(p == q, 1 / np.sqrt(2), 1.0)
    scale = np.outer(norm, norm)
    eye = np.eye(n)

    def lift(o):                    # one-body operator in the singlet pair basis
        same = o[np.ix_(p, p)] * eye[np.ix_(q, q)] \
            + eye[np.ix_(p, p)] * o[np.ix_(q, q)]
        swap = o[np.ix_(p, q)] * eye[np.ix_(q, p)] \
            + eye[np.ix_(p, q)] * o[np.ix_(q, p)]
        return scale * (same + swap)
    pc, qc = p[:, None], q[:, None]
    ham = lift(h_act) + scale * (eri[pc, p[None], qc, q[None]]
                                 + eri[pc, q[None], qc, p[None]])
    assert abs(ham[0, 0] + e_core - mf.e_tot) < 1e-7
    energies, states = eigh(ham)
    ground = states[:, 0]
    pair = np.zeros((n, n))
    pair[p, q] = ground * np.where(p == q, 0.5, 1 / np.sqrt(2))
    pair = pair + pair.T
    hf_pair = np.zeros((n, n))
    hf_pair[0, 0] = 1.0

    def to_mo(m):
        return mo.T @ m @ mo
    xyz = [to_mo(m) for m in mol.intor("int1e_r")]
    second = mol.intor("int1e_rr")
    r2 = to_mo(second[0] + second[4] + second[8])
    quadrupole = 1.5 * to_mo(second[8]) - 0.5 * r2
    r4 = to_mo(mol.intor("int1e_r4"))
    return dict(n_ao=mo.shape[0], e_tot=energies[0] + e_core, e_hf=mf.e_tot,
                ham=ham, energies=energies, states=states, pair=pair,
                d2_parts=3 * squared_total(r2 / 3, xyz[2], pair),
                d2_hf=3 * squared_total(r2 / 3, xyz[2], hf_pair).sum(),
                c5=squared_total(r4 / 5, quadrupole, pair).sum() / 4,
                xyz=xyz, lift=lift, e_1s=mf.mo_energy[0],
                ionization=np.linalg.eigvalsh(h_act)[0] - energies[0])


small = solve_beryllium(12, 7, [])
be = solve_beryllium(12, 7, [1, 2, 3])
d2 = be["d2_parts"].sum()
c3 = d2 / 12

# transition strengths: closure must give back the expectation value
dip_ops = [be["lift"](m[1:, 1:]) for m in be["xyz"]]
ground = be["states"][:, 0]
omega = be["energies"][1:] - be["energies"][0]
strength = 3 * (be["states"][:, 1:].T @ (dip_ops[2] @ ground))**2
z_core = be["xyz"][2][0, 1:]
gamma = 2 * be["pair"] @ be["pair"].T
core_strength = 3 * (2 * z_core @ z_core - z_core @ gamma @ z_core)
closure = strength.sum() + core_strength
assert abs(closure / d2 - 1) < 0.01

# polarizability: sum over states against diagonalization in a field
alpha = (2 / 3) * np.sum(strength / omega)


def lowest(matrix):
    return eigh(matrix, eigvals_only=True, subset_by_index=[0, 0])[0]


probe = 1e-3
alpha_field = -2 * (lowest(be["ham"] + probe * dip_ops[2])
                    - be["energies"][0]) / probe**2
assert abs(alpha_field / alpha - 1) < 5e-3

# dipole image operator added to the Hamiltonian and diagonalized
image_op = -(dip_ops[0] @ dip_ops[0] + dip_ops[1] @ dip_ops[1]
             + 2 * dip_ops[2] @ dip_ops[2]) / 16
z_main = 1.0 / BOHR_NM
excess = []
for z in (z_main, 2 * z_main):
    full_shift = lowest(be["ham"] + image_op / z**3) - be["energies"][0]
    first_order = -strength.sum() / (12 * z**3)
    assert abs(full_shift / first_order - 1) < 0.02
    excess.append(full_shift - first_order)
second_order_share = excess[0] / (strength.sum() / (12 * z_main**3))
assert excess[0] < 0 and abs(excess[0] / excess[1] / 64 - 1) < 0.05

# ---- 5. Aluminium wall and the size of what the ideal model leaves out ----
lattice_nm = 0.405
density = 4 * 3 / (lattice_nm * 1e-9)**3
w_plasma_ev = sc.hbar * np.sqrt(density * sc.e**2 / (sc.epsilon_0 * sc.m_e)) / sc.e
ws_ev = w_plasma_ev / np.sqrt(2)
ws = ws_ev / HARTREE_EV
c3_metal = (np.sum(strength * ws / (ws + omega))
            + core_strength * ws / (ws - be["e_1s"])) / 12
metal_factor = c3_metal / (closure / 12)
first = np.where(strength > 0.1)[0][0]
line = np.abs(omega - omega[first]) < 1e-5
line_ev = omega[first] * HARTREE_EV

to_mev_nm3 = HARTREE_EV * 1e3 * BOHR_NM**3
c3_si = d2 * (sc.e * BOHR_M)**2 / (48 * np.pi * sc.epsilon_0)
assert abs(c3_si / sc.e * 1e3 * 1e27 / (c3 * to_mev_nm3) - 1) < 1e-6
kt_mev = sc.k * 300 / sc.e * 1e3
z_thermal = (c3 * to_mev_nm3 / kt_mev)**(1 / 3)
z_thermal_metal = (c3 * metal_factor * to_mev_nm3 / kt_mev)**(1 / 3)
plane_shift = 0.05
sheath_kv_cm = 10.0
sheath_au = sheath_kv_cm * 1e5 / FIELD_AU
hbar_c_ev_nm = sc.hbar * sc.c / sc.e * 1e9

print("Fixed dipole, stress energy / isotropic formula:")
for name, ratio in stress_ratio.items():
    print(f"  {name}: {ratio:.4f}")
print(f"Cluster: full energy / z^-3 term: {cluster_energy / lead:.5f}")
print(f"Cluster: same with z^-5 term: {cluster_energy / (lead + following):.6f}")
for w_surf, ratio in osc_ratio.items():
    print(f"Oscillator w=0.2, ws={w_surf:g} Ha: U/U_ideal = {ratio:.4f}")
print(f"Be basis functions (12s7p3d): {be['n_ao']}")
print(f"Be Hartree-Fock energy: {be['e_hf']:.5f} Ha")
print(f"Be frozen-core CI energy: {be['e_tot']:.5f} Ha")
print(f"Sum of <r_i^2>: {be['d2_parts'][0]:.3f} a0^2")
print(f"Valence pair term: {be['d2_parts'][1]:.3f} a0^2")
print(f"Core-valence exchange term: {be['d2_parts'][2]:.3f} a0^2")
print(f"d2 (CI): {d2:.3f} e^2 a0^2")
print(f"d2 (CI, no d functions): {small['d2_parts'].sum():.3f} e^2 a0^2")
print(f"d2 (Hartree-Fock): {be['d2_hf']:.3f} e^2 a0^2")
print(f"d2 from closure: {closure:.3f} e^2 a0^2")
print(f"  of which core excitations: {core_strength:.3f} e^2 a0^2")
print(f"First dipole line: {line_ev:.3f} eV")
print(f"  its share of d2: {strength[line].sum() / d2:.3f}")
print(f"Polarizability, sum over states: {alpha:.2f} a0^3")
print(f"Polarizability, finite field: {alpha_field:.2f} a0^3")
print(f"C3 ideal: {c3:.4f} Ha a0^3 = {c3 * to_mev_nm3:.3f} meV nm^3")
print(f"C5 ideal: {be['c5']:.2f} Ha a0^5")
print(f"Al lattice constant (rough input): {lattice_nm} nm")
print(f"Al plasmon, bulk: {w_plasma_ev:.2f} eV; surface: {ws_ev:.2f} eV")
print(f"C3 metal / C3 ideal: {metal_factor:.3f}")
print(f"C3 metal: {c3 * metal_factor * to_mev_nm3:.3f} meV nm^3")
for z_nm in (0.8, 1.0, 2.0, 4.0):
    u_ideal = -c3 * to_mev_nm3 / z_nm**3
    print(f"z={z_nm} nm: U ideal {u_ideal:.4f}, "
          f"metal {u_ideal * metal_factor:.4f} meV")
print("Neglected effects at z = 1 nm:")
print(f"  z^-5 term / z^-3 term: {be['c5'] / c3 / z_main**2:.4f}")
print(f"  beyond first order / first order: {-second_order_share:.5f}")
print(f"  beyond-first-order ratio, 1 nm to 2 nm: {excess[0] / excess[1]:.2f}")
print(f"  retardation phase 2wz/c: {2 * line_ev / hbar_c_ev_nm:.4f}")
print(f"  same phase at 4 nm: {8 * line_ev / hbar_c_ev_nm:.4f}")
print(f"  Be ionization energy: {be['ionization'] * HARTREE_EV:.3f} eV")
tail = np.exp(-2 * z_main * np.sqrt(2 * be["ionization"]))
print(f"  density tail factor at the metal: {tail:.1e}")
print(f"  image plane nearer by {plane_shift} nm: U x {(1 - plane_shift)**-3:.3f}")
print(f"  sheath field (input): {sheath_kv_cm:g} kV/cm")
print(f"  its energy: {-0.5 * alpha * sheath_au**2 * HARTREE_EV * 1e3:.1e} meV")
print(f"kT at 300 K: {kt_mev:.2f} meV")
print(f"|U| = kT at z: ideal {z_thermal:.3f}, metal {z_thermal_metal:.3f} nm")
print("finished without a failed check")
```

Printed output:

```
Fixed dipole, stress energy / isotropic formula:
  parallel: 0.7500
  normal: 1.5000
  tilted: 1.1904
Cluster: full energy / z^-3 term: 1.00186
Cluster: same with z^-5 term: 1.000010
Oscillator w=0.2, ws=0.4 Ha: U/U_ideal = 0.6668
Oscillator w=0.2, ws=400 Ha: U/U_ideal = 0.9996
Be basis functions (12s7p3d): 48
Be Hartree-Fock energy: -14.57229 Ha
Be frozen-core CI energy: -14.61813 Ha
Sum of <r_i^2>: 16.362 a0^2
Valence pair term: -4.127 a0^2
Core-valence exchange term: -0.004 a0^2
d2 (CI): 12.231 e^2 a0^2
d2 (CI, no d functions): 12.063 e^2 a0^2
d2 (Hartree-Fock): 17.334 e^2 a0^2
d2 from closure: 12.226 e^2 a0^2
  of which core excitations: 0.464 e^2 a0^2
First dipole line: 5.333 eV
  its share of d2: 0.877
Polarizability, sum over states: 37.71 a0^3
Polarizability, finite field: 37.71 a0^3
C3 ideal: 1.0192 Ha a0^3 = 4.110 meV nm^3
C5 ideal: 11.86 Ha a0^5
Al lattice constant (rough input): 0.405 nm
Al plasmon, bulk: 15.78 eV; surface: 11.16 eV
C3 metal / C3 ideal: 0.630
C3 metal: 2.588 meV nm^3
z=0.8 nm: U ideal -8.0272, metal -5.0552 meV
z=1.0 nm: U ideal -4.1099, metal -2.5882 meV
z=2.0 nm: U ideal -0.5137, metal -0.3235 meV
z=4.0 nm: U ideal -0.0642, metal -0.0404 meV
Neglected effects at z = 1 nm:
  z^-5 term / z^-3 term: 0.0326
  beyond first order / first order: 0.00044
  beyond-first-order ratio, 1 nm to 2 nm: 64.14
  retardation phase 2wz/c: 0.0540
  same phase at 4 nm: 0.2162
  Be ionization energy: 9.292 eV
  density tail factor at the metal: 2.7e-14
  image plane nearer by 0.05 nm: U x 1.166
  sheath field (input): 10 kV/cm
  its energy: -1.9e-06 meV
kT at 300 K: 25.85 meV
|U| = kT at z: ideal 0.542, metal 0.464 nm
finished without a failed check
```
